# Why a Hubbard U usually lengthens metal–ligand bonds: a two-orbital model

## Result

A +U correction penalizes fractional occupation of the metal d orbital. In the two-orbital model of a polar metal–ligand bond treated here, with the antibonding state empty, that fraction comes from hybridization, and, unless the gap between the two levels closes quickly on stretching, hybridization weakens as the bond is stretched. Stretching then lowers the penalty, and the equilibrium length grows with \(U\). In the model below, with an energy gap between the two orbitals that does not depend on the bond length \(R\), the growth is

\[
R-R_0=\frac{\ln(s_0/s)}{1/\rho-1/\lambda},\qquad s=\sqrt{n(1-n)} .
\]

Here \(n\) is the d occupation, \(s\) is half the Coulson bond order of a closed-shell bond, \(s_0\) and \(R_0\) are the values of \(s\) and \(R\) at \(U=0\), and \(\lambda\) and \(\rho\) are the decay lengths of the hopping and of the repulsion. The lengthening is not universal: a gap that closes fast enough on stretching reverses the sign.

## The model

Take one ligand p orbital at energy zero and one metal d orbital at energy \(\Delta>0\), orthonormal and coupled by the matrix element \(-t\) with \(t>0\). One electron of given spin occupies

\[
|\psi\rangle=\cos\alpha\,|p\rangle+\sin\alpha\,|d\rangle ,\qquad 0\le\alpha\le\pi/2 .
\]

The opposite relative sign would raise the energy, because \(t>0\). The d occupation is \(n=\sin^2\alpha\), and \(\sin\alpha\cos\alpha=\sqrt{n(1-n)}=s\), so the one-electron energy is \(\Delta n-2ts\).

The rotationally invariant +U functional, with effective parameter \(U\), adds \((U/2)\,\mathrm{Tr}[\mathbf n-\mathbf n^2]\) for each spin, where \(\mathbf n\) is the d occupation matrix. With one active d orbital this is \((U/2)n(1-n)=(U/2)s^2\). It vanishes at \(n=0\) and \(n=1\) and is largest at \(n=1/2\).

Let \(g\) such spin-orbital pairs hold one electron each; a closed-shell bond has \(g=2\). The total energy is

\[
E(R,U)=\min_n\; g\left[\Delta n-2t(R)\,s+\tfrac{U}{2}s^2\right]+V(R),
\]
\[
t(R)=t_0e^{-(R-R_0)/\lambda},\qquad V(R)=A\,e^{-(R-R_0)/\rho},\qquad \rho<\lambda/2 .
\]

The condition on \(\rho\) makes the repulsion shorter-ranged than the attraction, as shown below. Several things are assumed: \(\Delta\) does not depend on \(n\), \(U\) does not depend on \(R\), and the d projector does not change as the atoms move. Until the section on the gap, \(\Delta\) does not depend on \(R\) either.

If the antibonding state of a pair were filled as well, the two electrons would fill the whole two-orbital space. Then \(n=1\), and the penalty would be zero at every \(R\). The effect needs an antibonding partner that is not full, and the model takes it empty. If the partner instead held a fixed fraction \(f\) of an electron, \(n=f+(1-f)\sin^2\alpha\) would still fall on stretching as long as \(\Delta+U(1/2-n)>0\), but in that range the penalty would fall only while \(n<1/2\); for \(\Delta>0\) and \(n>1/2\) a small \(U\) would shorten the bond. A \(U\) large enough to make \(\Delta+U(1/2-n)\) negative reverses this: \(n\) rises on stretching, the penalty falls, and a further increase of \(U\) lengthens the bond.

## First contribution: how the electrons respond

Set \(\varphi=2\alpha\), so that \(n=(1-\cos\varphi)/2\) and \(s=(\sin\varphi)/2\). The energy per pair, without \(V\), is

\[
e(\varphi)=\tfrac{\Delta}{2}(1-\cos\varphi)-t\sin\varphi+\tfrac{U}{8}\sin^2\varphi ,
\]
\[
e'(\varphi)=\tfrac{\Delta}{2}\sin\varphi-t\cos\varphi+\tfrac{U}{4}\sin\varphi\cos\varphi .
\]

The global minimum lies in \(0<\varphi<\pi/2\). Any angle above \(\pi/2\) has a mirror angle \(\pi-\varphi\) with the same \(\sin\varphi\) and a lower \(\Delta\) term. The ends are excluded because \(e'(0)=-t<0\) and \(e'(\pi/2)=\Delta/2>0\). Setting \(e'=0\) and dividing by \(\cos\varphi\) gives

\[
t=\tfrac{\Delta}{2}\tan\varphi+\tfrac{U}{4}\sin\varphi .
\]

The right side rises steadily from zero to infinity on this interval, so there is one solution. Solving for the tangent instead,

\[
\tan\varphi=\frac{2t}{\Delta_{\rm eff}},\qquad
\Delta_{\rm eff}=\Delta+\tfrac{U}{2}\cos\varphi=\Delta+U\left(\tfrac12-n\right).
\]

This is an ordinary two-level problem with a wider gap. The shift \(U(1/2-n)\) is the derivative of the penalty with respect to \(n\): it pushes a less than half-filled d level up.

Two facts follow from the equation for \(t\).

- At fixed \(U\), a larger \(t\) requires a larger \(\varphi\), so \(s\) rises with \(t\).
- At fixed \(t\), a larger \(U\) requires a smaller \(\varphi\), so \(s\) falls with \(U\).

The strength of the first dependence is measured by

\[
\eta=\frac{\partial\ln s}{\partial\ln t}=\frac{t\cot\varphi}{\partial t/\partial\varphi}
=\frac{\Delta/2+(U/4)\cos\varphi}{\Delta/(2\cos^2\varphi)+(U/4)\cos\varphi}.
\]

The first step uses \(d\ln s=\cot\varphi\,d\varphi\). Since \(1/\cos^2\varphi>1\), the denominator exceeds the numerator, and \(0<\eta<1\). Stretching by \(dR\) changes \(\ln t\) by \(-dR/\lambda\), hence

\[
\frac{\partial s}{\partial R}=-\frac{\eta s}{\lambda}<0 .
\]

The penalty \(gUs^2/2\) therefore falls on stretching.

## Second contribution: the force

Because \(E\) is a minimum over \(n\), its first derivatives are those of the explicit dependence at fixed \(n\); the change of \(n\) contributes nothing at first order. With \(dt/dR=-t/\lambda\),

\[
\frac{\partial E}{\partial R}=\frac{2gst}{\lambda}+V'(R),\qquad
\frac{\partial E}{\partial U}=\frac{g}{2}s^2 .
\]

The first formula has no term in \(U\): at fixed occupation the penalty does not depend on \(R\) and exerts no force. \(U\) acts through \(s\), which sets the inward pull \(2gst/\lambda\). The mixed derivative can be taken in either order:

\[
\frac{\partial^2E}{\partial R\,\partial U}
=\frac{2gt}{\lambda}\frac{\partial s}{\partial U}
=\frac g2\frac{\partial(s^2)}{\partial R}
=-\frac{g\eta s^2}{\lambda}<0 .
\]

The first form says that \(U\) weakens the bond. The second says that the penalty falls on stretching. They are two readings of one force and must not be added.

At \(R_0\) the repulsion balances the pull for \(U=0\), so \(V'(R_0)=-2gs_0t_0/\lambda\). Switching on \(U\) at this length reduces \(s_0\) to \(s_U\) and leaves the outward force

\[
F=-\frac{\partial E}{\partial R}\bigg|_{R_0}=\frac{2gt_0}{\lambda}(s_0-s_U).
\]

**Numbers.** Take the round parameters \(R_0=2\) Å, \(t_0=1.2\) eV, \(\Delta=3\) eV, \(\lambda=0.5\) Å, \(\rho=0.15\) Å and \(g=2\). They represent no particular material. The prefactor is \(2gt_0/\lambda=9.6\) eV/Å. At \(U=4\) eV, \(s\) drops from 0.3123 to 0.2241. The inward pull drops from \(9.6\times0.3123=3.00\) to \(9.6\times0.2241=2.15\) eV/Å, while the repulsion stays at 3.00 eV/Å. The difference is an outward force of 0.85 eV/Å.

A first-order estimate takes the penalty from the \(U=0\) occupations at each \(R\). With \(\eta=0.610\) at \(U=0\) it gives

\[
\frac{gU\eta s_0^2}{\lambda}=\frac{2\times4\times0.610\times0.3123^2}{0.5}=0.95\ \text{eV/Å},
\]

about 12% above the full force. The full force is the integral of \(g\eta s^2/\lambda\) over \(U\) from 0 to 4 eV, and here the average of that integrand lies below its initial value.

## Third contribution: the repulsion that sets the new length

Write \(x=R-R_0\). Equilibrium requires

\[
\frac{2gst}{\lambda}=\frac A\rho e^{-x/\rho},\qquad
\frac{2gs_0t_0}{\lambda}=\frac A\rho ,
\]

where the second equation is the case \(U=0\), \(x=0\), and fixes \(A=0.45\) eV. Dividing the first by the second and using \(t/t_0=e^{-x/\lambda}\),

\[
\frac{s}{s_0}=e^{-x(1/\rho-1/\lambda)} .
\]

The logarithm of this is the result stated at the start. It is implicit, since \(s\) belongs to the new length, so existence and direction need an argument. Define

\[
h(x)=x\left(\frac1\rho-\frac1\lambda\right)-\ln\frac{s_0}{s(x,U)} ,
\]

which is the logarithm of pull over repulsion. Since \(d\ln s/dx=-\eta/\lambda\),

\[
h'(x)=\frac1\rho-\frac{1+\eta}{\lambda}>\frac1\rho-\frac2\lambda>0 .
\]

So \(h\) crosses zero once. Repulsion wins at smaller \(x\) and the pull wins at larger \(x\), so the crossing is a minimum of the energy, and the only one. A larger \(U\) lowers \(s\), hence \(h\), at every \(x\), and the crossing moves outward. For constant \(\Delta>0\) the bond therefore lengthens strictly with \(U\), at any strength of \(U\).

At \(U=4\) eV the equilibrium value is \(s=0.1825\), and

\[
R-R_0=\frac{\ln(0.3123/0.1825)}{6.667-2.000}\ \text{Å}=\frac{0.537}{4.667}\ \text{Å}=0.115\ \text{Å}.
\]

Direct minimization of the energy over occupation and distance gives the same length, 2.115 Å.

## Weighing the force against the stiffness

The stiffness \(K=\partial^2E/\partial R^2\) at equilibrium has two parts. The pull contains the product \(st\), whose logarithm changes at the rate \(-(1+\eta)/\lambda\). The repulsive part is \(V''=-V'/\rho\), and \(-V'\) equals the pull at equilibrium. Together,

\[
K=\frac{2gst}{\lambda}\left[\frac1\rho-\frac{1+\eta}{\lambda}\right].
\]

Along the equilibrium curve \(\partial E/\partial R=0\). Differentiating this with respect to \(U\) gives \(K\,dR/dU+\partial^2E/\partial R\,\partial U=0\), so

\[
\frac{dR}{dU}=\frac{g\eta s^2}{\lambda K}
=\frac{s\eta}{2t\left[1/\rho-(1+\eta)/\lambda\right]} .
\]

The number of pairs \(g\) cancels, because here it multiplies both the force and the stiffness. At \(U=0\) the numbers are

\[
\frac{dR}{dU}=\frac{0.3123\times0.610}{2.4\times(6.667-3.220)}\ \text{Å/eV}=0.023\ \text{Å/eV}.
\]

| \(U\) (eV) | \(R\) (Å) | \(n\) | \(K\) (eV/Å²) | \(dR/dU\) (Å/eV) |
|---|---|---|---|---|
| 0 | 2.000 | 0.110 | 10.3 | 0.023 |
| 2 | 2.054 | 0.063 | 6.4 | 0.030 |
| 4 | 2.115 | 0.035 | 4.0 | 0.031 |
| 6 | 2.175 | 0.019 | 2.6 | 0.029 |

The rate stays between 0.023 and 0.031 Å/eV although the hybridization falls greatly. Between \(U=0\) and 4 eV the driving term \(g\eta s^2/\lambda\) drops from 0.238 to 0.122 Å⁻¹, a factor of 0.51, but \(K\) drops by a factor of 0.38, so the rate rises. Between 4 and 6 eV the driving term drops by a factor of 0.60 and \(K\) by 0.65, so the rate falls slightly.

The energies show what is gained and what is paid. At \(U=4\) eV, moving from \(R_0\) to the new equilibrium lowers the penalty from 0.201 to 0.133 eV, a gain of 0.068 eV. The remaining energy, \(g(\Delta n-2ts)+V\), rises by 0.028 eV. The net gain is 0.040 eV.

## The role of polarity

At \(U=0\), let \(W=\sqrt{\Delta^2+4t^2}\). Then \(\tan\varphi=2t/\Delta\) gives \(\cos\varphi=\Delta/W\) and \(s=t/W\), and the formula for \(\eta\) reduces to \(\cos^2\varphi=\Delta^2/W^2\). The initial rate becomes

\[
\frac{dR}{dU}\bigg|_{U=0}=\frac{\Delta^2}{2W^3\left[1/\rho-(1+\Delta^2/W^2)/\lambda\right]} .
\]

At fixed \(t\) it vanishes both as \(\Delta\to0\) and as \(\Delta\to\infty\).

**Nonpolar bond, \(\Delta\to0\).** The rate vanishes as \(\Delta^2\). The electron is shared equally whatever the hopping, so the penalty is large but does not change with \(R\). At \(\Delta=0\) the energy per pair is \(-t\sin\varphi+(U/8)\sin^2\varphi\). Its derivative with respect to \(\sin\varphi\) is \(-t+(U/4)\sin\varphi\), which is negative up to \(\sin\varphi=1\) if \(U<4t\). Then \(s=1/2\) regardless of \(U\), and the length stays at \(R_0\) as long as \(U<4t_0=4.8\) eV. The calculation at \(U=4\) eV finds no change of length.

**Ionic bond, \(\Delta\gg t\).** The rate tends to \(1/[2\Delta(1/\rho-2/\lambda)]\). With \(s\approx t/\Delta\) and \(\eta\to1\), the driving term \(g\eta s^2/\lambda\) falls as \(t^2/\Delta^2\) and the stiffness \(K\) as \(t^2/\Delta\). Their ratio does not depend on \(t\) and vanishes only as \(\Delta\) itself grows.

With \(R_0\) and \(t_0\) kept and \(A\) reset each time, gaps of 1, 3, 10 and 30 eV give initial rates of 0.007, 0.023, 0.017 and 0.006 Å/eV. The force comes from the slope of the penalty, not its size, and the rate is that slope divided by the stiffness: from 1 to 10 eV the driving term falls from 0.126 to 0.052 Å⁻¹, but \(K\) falls from 19.4 to 3.1 eV/Å², so the rate rises.

For a constant gap, a d level below the ligand level, \(\Delta<0\), brings nothing new. Replacing \(n\) by \(1-n\) leaves \(s\) unchanged and turns \(\Delta n\) into \(|\Delta|n\) plus a constant, so the length is the same function of \(U\).

## A competing contribution: a gap that depends on length

In an ionic environment an electron on the metal cation is raised by the surrounding anions, and an electron on the ligand is lowered by the cations. This electrostatic part of the gap shrinks as the bond is stretched. A smaller gap favours hybridization, against the effect of the smaller hopping.

The relation \(\partial E/\partial U=gs^2/2\) still holds, so

\[
\frac{dR}{dU}=-\frac{g}{2K}\frac{\partial(s^2)}{\partial R},
\]

with \(K>0\) at a minimum. The sign depends on whether \(\varphi\) falls with \(R\). Differentiating \(t=(\Delta/2)\tan\varphi+(U/4)\sin\varphi\) with respect to \(R\), with \(D=\partial t/\partial\varphi>0\) taken at fixed \(\Delta\),

\[
-\frac t\lambda=\frac{\Delta'}{2}\tan\varphi+D\,\frac{\partial\varphi}{\partial R} .
\]

Inserting \(t=(\Delta_{\rm eff}/2)\tan\varphi\),

\[
\frac{\partial\varphi}{\partial R}=-\frac{\tan\varphi}{2D}\left(\Delta'+\frac{\Delta_{\rm eff}}{\lambda}\right).
\]

For \(\Delta>0\), \(U\) lengthens the bond if \(\Delta'>-\Delta_{\rm eff}/\lambda\) and shortens it if the gap closes faster than that. For \(\Delta<0\), replacing \(n\) by \(1-n\) reverses the inequality: \(U\) lengthens the bond if \(\Delta'<|\Delta_{\rm eff}|/\lambda\), so a term that lowers the d level on stretching widens the separation of the levels and does not reverse the sign.

To see both signs, let \(\Delta(R)=3\ \text{eV}+M(1/R-1/R_0)\) and add the ionic attraction \(-M(1/R-1/R_0)\) to \(V\). Using one coefficient for both is a choice of the model. \(A\) is reset so that \(R_0\) remains the length at \(U=0\), where the threshold slope is \(-3/0.5=-6\) eV/Å. The lengths below belong to the minimum near \(R_0\), which need not be the global one. For \(M=30\) eV Å the gap changes sign at \(R=2.5\) Å; at large \(R\), \(n\to1\) and the energy tends to \(6\ \text{eV}-M/R_0=-9\) eV, below its value at \(R_0\). This form of the gap is meant only for lengths near \(R_0\).

**\(M=12\) eV Å.** The gap slope is \(-12/4=-3\) eV/Å, above the threshold. The bond lengthens, at an initial rate of 0.0045 Å/eV instead of 0.023. The bracket above is halved, from 6 to 3 eV/Å; the remaining factor of 2.55 is the greater stiffness.

**\(M=30\) eV Å.** The slope is \(-7.5\) eV/Å, below the threshold. The bond shortens, at an initial rate of \(-0.0013\) Å/eV. At \(U=4\) eV the wider \(\Delta_{\rm eff}\) has moved the threshold to \(-9.6\) eV/Å, and the rate is positive, +0.0008 Å/eV.

In this second case the length at \(U=4\) eV is back at \(R_0\) to within about \(10^{-5}\) Å. The forces at \(R_0\) show why. There \(t\) and \(\Delta\) are the same as before, so the weaker bond again gives an outward force of 0.85 eV/Å. The varying gap adds \(g n\Delta'\) to \(\partial E/\partial R\), which is an outward force \(gn|\Delta'|\): charge transferred back to the metal weakens the ionic attraction. \(U\) reduces \(n\) from 0.110 to 0.053, the latter from \(n=(1-\sqrt{1-4s^2})/2\) with \(s=0.2241\). The outward force then drops by \(2\times7.5\times(0.1096-0.0530)=0.85\) eV/Å. The two changes cancel for these parameters; another \(M\) or \(U\) would leave a remainder.

## What carries over to a calculation

The sign of the effect rests on a condition that can be examined in any +U calculation with fixed projectors and fixed \(U\): whether \(\mathrm{Tr}[\mathbf n-\mathbf n^2]\), at self-consistency and with all other coordinates relaxed at each bond length, falls as the bond is stretched. The trace is summed over both spins and all corrected sites, and one self-consistent state must be followed throughout. The relation between \(\partial E/\partial U\) and the penalty used above needs a variational energy, not two orbitals. The model's statement that the penalty exerts no direct force does not carry over when the projectors are centred on atoms and move with them. No real compound is computed here, so the sign in a given material has to be found from this condition.

The size carries over less well. Rates of 0.02 to 0.03 Å/eV belong to the one parameter set of the table, a bond with \(\Delta=3\) eV held together by hybridization alone; gaps of 1 and 30 eV already give 0.007 and 0.006 Å/eV, and the rate depends on \(\lambda\) and \(\rho\) as well. The case \(M=12\) eV Å shows two further reductions, a factor of 2 from the closing gap and a factor of 2.55 from the greater stiffness.

If \(U\) is recomputed at each geometry, \(\partial E/\partial R\) gains the term \((g/2)s^2\,dU/dR\). This is a force \(-(g/2)s^2\,dU/dR\), inward when \(U\) grows with \(R\), and it is absent from a calculation at fixed \(U\).

The numerical check does not cover this last term; it compares the formulas for fixed \(U\) with direct minimization of the energy and with self-consistent diagonalization of the two-level problem.

## Calculated quantities

```
R0 = 2.00 A, t0 = 1.20 eV, gap = 3.00 eV, pairs g = 2
lambda = 0.50 A, rho = 0.15 A
repulsion prefactor A = 0.4498 eV
s0 at R0, U=0: 0.3123
Constant gap: equilibrium against U
U=0 eV: R=2.0000 A, t=1.2000 eV, n=0.1096, s=0.3123
   eta=0.6098, K=10.336 eV/A^2, dR/dU=0.02302 A/eV
U=2 eV: R=2.0537 A, t=1.0778 eV, n=0.0631, s=0.2431
   eta=0.8066, K=6.401 eV/A^2, dR/dU=0.02979 A/eV
U=4 eV: R=2.1151 A, t=0.9532 eV, n=0.0345, s=0.1825
   eta=0.9134, K=3.953 eV/A^2, dR/dU=0.03079 A/eV
U=6 eV: R=2.1747 A, t=0.8461 eV, n=0.0195, s=0.1382
   eta=0.9595, K=2.571 eV/A^2, dR/dU=0.02852 A/eV
At R0 with U=4 eV: s=0.2241, outward force=0.8476 eV/A
   first-order force from U=0 occupations=0.9518 eV/A
Penalty at R0=0.2008 eV, at new R=0.1333 eV
Stretching changes: penalty -0.0675 eV, rest 0.0275 eV, total -0.0400 eV
Gap 0: length change at U=4 eV = 0.00000 A; 4*t0 = 4.80 eV
Initial rate against gap (R0 and t0 kept)
gap=1 eV: dR/dU=0.00651 A/eV
gap=3 eV: dR/dU=0.02302 A/eV
gap=10 eV: dR/dU=0.01656 A/eV
gap=30 eV: dR/dU=0.00616 A/eV
Gap containing M/R: gap slope, its threshold, and rate
M=12 eV A, U=0 eV: slope=-3.000, threshold=-6.000 eV/A
   R-R0=-0.00000 A, dR/dU=+0.00451 A/eV
M=12 eV A, U=4 eV: slope=-2.939, threshold=-9.475 eV/A
   R-R0=+0.02053 A, dR/dU=+0.00506 A/eV
M=30 eV A, U=0 eV: slope=-7.500, threshold=-6.000 eV/A
   R-R0=-0.00000 A, dR/dU=-0.00127 A/eV
M=30 eV A, U=4 eV: slope=-7.500, threshold=-9.576 eV/A
   R-R0=-0.00001 A, dR/dU=+0.00079 A/eV
```
